# The poling period for frequency doubling at 1064 nm

## Problem

Light of vacuum wavelength $\lambda=1064$ nm enters a ferroelectric crystal and generates its second harmonic at 532 nm. Both waves travel along $z$ and are polarized along the ferroelectric axis. The refractive index is $n_1=2.156$ at the fundamental and $n_2=2.234$ at the second harmonic, values typical of lithium niobate near room temperature.

The crystal is to be poled into stripes of alternating polarization, with walls perpendicular to the beam. What is the first-order poling period, that is, the shortest period for which the harmonic keeps growing along the crystal? For a crystal 10 mm long, how accurately must the period be known?

## A tempting solution

The fundamental drives a nonlinear polarization, which radiates the harmonic. Since $n_2\neq n_1$, the radiated wave and its source drift out of step. In a uniform crystal the harmonic grows for one coherence length and then decays. This length is

$$
\ell_c=\frac{\lambda}{4(n_2-n_1)}=\frac{1064\ \text{nm}}{4\times0.078}=3410\ \text{nm}.
$$

The crystal must correct the phase once every coherence length. The pattern must therefore repeat every coherence length, and the poling period is 3.41 µm.

## Where it fails

The coherence length is right, and so is the idea of correcting the phase once in each, which gives the fastest growth. The fault lies in the word "repeat". One correction is one reversal of the polarization, from up to down. The pattern repeats after two reversals, when the polarization is up again.

To see what a 3.41 µm period would do, we need the harmonic field produced by an arbitrary domain pattern.

### The field at the exit

Let real fields be half of a complex amplitude plus its complex conjugate, with phases of the form $kz-\omega t$, where $\omega$ is the angular frequency of the fundamental. The wave numbers are

$$
k_1=\frac{2\pi n_1}{\lambda},\qquad
k_2=\frac{2\pi n_2}{\lambda/2}=\frac{4\pi n_2}{\lambda}.
$$

The nonlinear polarization is $P=2\varepsilon_0\,d\,s(z)E^2$, where $d$ is the nonlinear coefficient and $s=\pm1$ is the domain sign. The sign follows from symmetry. Inverting the crystal structure turns an up domain into a down domain and reverses both $P$ and $E$. Since $E^2$ does not change, $d$ must change sign. In the linear relation $P=\varepsilon_0\chi E$ both sides reverse, so $\chi$ and the refractive index stay the same.

Take a fundamental of constant amplitude $E_1$, chosen real, which neglects its loss of power to the harmonic. Its square contains the term $\tfrac14E_1^2e^{2i(k_1z-\omega t)}$. Multiplying by $2\varepsilon_0ds$ gives $\tfrac12\varepsilon_0dsE_1^2e^{2i(k_1z-\omega t)}$, so the complex amplitude of the polarization at $2\omega$ is $\varepsilon_0dsE_1^2e^{2ik_1z}$. Maxwell's equations for a lossless crystal then give, for the harmonic amplitude $E_2(z)$,

$$
\frac{d^2E_2}{dz^2}+k_2^2E_2=-S(z),\qquad
S(z)=\frac{(2\omega)^2}{c^2}\,d\,s(z)\,E_1^2e^{2ik_1z}.
$$

A thin source layer at $z'$ sends waves out on both sides. Its response is $\frac{i}{2k_2}e^{ik_2|z-z'|}$: away from the layer this solves the equation without a source, and at the layer its slope jumps by $2\times ik_2\times i/(2k_2)=-1$, as a unit source requires. We ignore reflections at the crystal ends. At the exit, $z=L$, all layers lie to the left, so $|L-z'|=L-z'$ and

$$
E_2(L)=\frac{i}{2k_2}e^{ik_2L}\int_0^L S(z')e^{-ik_2z'}dz'.
$$

Inserting $S$ and using $k_2=2\omega n_2/c$, the prefactor becomes $4\omega^2/(2k_2c^2)=\omega/(n_2c)$. Hence

$$
E_2(L)=\frac{i\omega d E_1^2}{n_2c}e^{ik_2L}\,G,\qquad
G=\int_0^L s(z)e^{-i\Delta k z}dz,
$$

with the phase mismatch

$$
\Delta k=k_2-2k_1=\frac{4\pi(n_2-n_1)}{\lambda}
=\frac{4\pi\times0.078}{1.064\ \text{µm}}=0.921\ \text{rad/µm}.
$$

The length $|G|$ measures the harmonic amplitude, and its square measures the power.

For a uniform crystal, $s=1$, the integral is $G=(1-e^{-i\Delta kL})/(i\Delta k)$. Since $|1-e^{-i\alpha}|=2|\sin(\alpha/2)|$,

$$
|G|=\frac{2}{\Delta k}\left|\sin\frac{\Delta kL}{2}\right|.
$$

The first maximum is at $\Delta kL=\pi$, which confirms $\ell_c=\pi/\Delta k$. Its height is $2/\Delta k=2.17$ µm. In one coherence length the phase slips by $\pi$, half a cycle.

### The 3.41 µm grating

With period $\ell_c$, each domain is $\ell_c/2$ wide and the phase slips by $\pi/2$ across it. The first domain contributes

$$
a=\frac{1-e^{-i\pi/2}}{i\Delta k}=\frac{1+i}{i\Delta k}.
$$

The second has the opposite sign and starts with the phase factor $e^{-i\pi/2}=-i$, so it contributes $-(-i)a=ia$. Together, the first period gives

$$
a(1+i)=\frac{(1+i)^2}{i\Delta k}=\frac{2i}{i\Delta k}=\frac{2}{\Delta k}.
$$

The second period is the same pattern, started one coherence length later. It carries the factor $e^{-i\pi}=-1$ and contributes $-2/\Delta k$. The sum is zero, and the same cancellation follows in every later pair of periods.

In a 10 mm crystal, 2932 such periods cancel in pairs, and about 1.13 µm of the next domain is left over. It gives $|G|=2.17\ \text{µm}\times\sin(0.921\times1.13/2)=1.08$ µm. This value depends on the exact leftover, which indices given to three decimals do not fix. As the length changes, $|G|$ moves between zero and $2/\Delta k=2.17$ µm. This grating therefore never yields more harmonic than a single uniform domain 3.41 µm thick.

## The right solution

Let the grating have an arbitrary period $\Lambda_g$, and let its first period contribute $g$ to $G$. Each later period contributes the same amount times one more factor $e^{-i\varphi}$, where $\varphi=\Delta k\Lambda_g$. After $M$ periods

$$
G=g\sum_{q=0}^{M-1}e^{-iq\varphi}=g\,\frac{1-e^{-iM\varphi}}{1-e^{-i\varphi}},\qquad
|G|=|g|\left|\frac{\sin(M\varphi/2)}{\sin(\varphi/2)}\right|.
$$

If $\sin(\varphi/2)\neq0$, $|G|$ after whole periods never exceeds $|g|/|\sin(\varphi/2)|$, however many periods there are. An unfinished last period changes $|G|$ by less than $\Lambda_g$, since the integrand has magnitude 1, so the harmonic stays bounded in a crystal of any length. Steady growth requires the denominator to vanish, so that all periods add in phase:

$$
\Delta k\,\Lambda_g=2\pi m,\qquad m=1,2,3,\dots
$$

The slip over one full period must be a whole number of cycles. The tempting solution used half a cycle. The shortest allowed period has $m=1$, which defines first order:

$$
\Lambda=\frac{2\pi}{\Delta k}=2\pi\,\frac{\lambda}{4\pi(n_2-n_1)}=\frac{\lambda}{2(n_2-n_1)}.
$$

Here $\lambda$ is the vacuum wavelength of the fundamental, not of the harmonic. With the given numbers,

$$
\Lambda=\frac{1064\ \text{nm}}{2\times0.078}=6820\ \text{nm}.
$$

**The first-order poling period is 6.8 µm.** It holds one up domain and one down domain, each 3.4 µm wide when they are equal.

### Growth in this grating

The phase condition is necessary, but it would be of no use if $g$ were zero. With equal domains, number the domains $j=0,1,2,\dots$. Domain $j$ extends from $j\ell_c$ to $(j+1)\ell_c$ and has sign $(-1)^j$. Since $\Delta k\ell_c=\pi$, it contributes

$$
(-1)^j\,\frac{e^{-i\pi j}-e^{-i\pi(j+1)}}{i\Delta k}
=(-1)^j(-1)^j\,\frac{1+1}{i\Delta k}=\frac{2}{i\Delta k}.
$$

The result does not depend on $j$. The reversal of $d$ cancels the half-cycle slip, and each domain adds as much as the best uniform crystal can give. For $N=L/\ell_c=L\Delta k/\pi$ domains,

$$
|G|=\frac{2N}{\Delta k}=\frac{2}{\pi}L.
$$

A crystal with perfect phase matching, $\Delta k=0$ and no reversals, would have $|G|=L$. Poling thus gives a fraction $2/\pi=0.637$ of that amplitude at equal $d$, because the phase still wanders by half a cycle inside each domain.

For $L=10$ mm, there are about 2932 domains and $|G|=6366$ µm. Compared with the best uniform crystal, at the same pump intensity, the harmonic power is larger by $(6366/2.171)^2=8.6\times10^6$.

### Higher orders and unequal domains

Let the up domain fill a fraction $D$ of the period, and let $\Delta k\Lambda_g=2\pi m$. The integral of $e^{-i\Delta kz}$ over the whole period is then zero, so the down part, with its minus sign, contributes as much as the up part. Therefore

$$
g=2\int_0^{D\Lambda_g}e^{-i\Delta kz}dz
=\frac{2\left(1-e^{-2\pi imD}\right)}{i\Delta k}.
$$

Dividing by $\Lambda_g=2\pi m/\Delta k$ gives the growth per unit length,

$$
\frac{|G|}{L}=\frac{|g|}{\Lambda_g}=\frac{2}{\pi m}\left|\sin(\pi mD)\right|.
$$

For equal domains, $D=1/2$, the factor is 0.637 in first order, zero in second order and 0.212 in third order. Forgetting the 2 in the denominator of $\Lambda$ would lead to the second-order period, where equal domains give no sustained growth. The third-order period, 20.46 µm, does work. Its wider stripes cost a factor of three in amplitude and nine in power, at fixed crystal length and pump intensity.

In first order, a pattern with 40% up and 60% down domains keeps $\sin^2(0.4\pi)=0.905$ of the power. A uniform error in the domain widths at fixed period lowers the output without moving the best period.

## How accurately must the period be known?

Suppose that the period is $\Lambda+\delta$. The slip per period is now $\varphi=2\pi+2\pi\delta/\Lambda$. The extra $2\pi$ does not affect the magnitude of the sum. For $\delta\ll\Lambda$ the sine in the denominator may be replaced by its argument, and the power falls as

$$
\left(\frac{\sin x}{x}\right)^2,\qquad
x=\frac{M}{2}\,\frac{2\pi\delta}{\Lambda}=\frac{\pi L\delta}{\Lambda^2},
$$

where $M\approx L/\Lambda$. Solving $(\sin x/x)^2=1/2$ numerically gives $x=\pm1.392$. The full width between the half-power points is therefore

$$
\frac{2\times1.392}{\pi}\,\frac{\Lambda^2}{L}
=0.886\times\frac{(6.82\ \text{µm})^2}{10^4\ \text{µm}}
=4.1\ \text{nm}.
$$

The period must be right to about 2 nm on either side. The width varies as $1/L$, because a longer crystal has more periods over which a fixed error can accumulate.

The indices in the problem do not support this accuracy. Each is given to three decimals and may be off by 0.0005, so their difference lies between 0.077 and 0.079. The corresponding periods are 6.91 µm and 6.73 µm. This spread of about 175 nm is some forty times the acceptance width. A relative error of 0.02% in an index looks harmless, but the period depends on a small difference between two nearly equal indices, where the same error weighs far more. The data justify "6.8 µm, give or take about 0.1 µm", not a lithographic mask drawn at 6820 nm.

## Comparison with a real crystal

Periodically poled lithium niobate is used for this conversion, with periods close to the one found here. The given indices are those of the undoped congruent crystal. Composition matters: magnesium-doped crystals need about 7.0 µm near room temperature. The assumption that moves the number most in the estimates below is that of fixed indices, since a crystal may be run in an oven. As a rough value, take the index difference to rise by $2\times10^{-5}$ per kelvin. At 100 K above the temperature of the given indices it is 0.080, and the required period is $1064\ \text{nm}/0.160=6.65$ µm. Meanwhile the grating itself expands. With a rough coefficient of $1.5\times10^{-5}$ per kelvin, it lengthens by 10 nm, against a required decrease of about 170 nm. A mask therefore needs accurate index data at the working temperature. The same sensitivity is useful afterwards, since temperature can tune out a small error in the period.

The other approximations can be sized for a pump of 1 W in a beam of radius $w=50$ µm, treated as uniformly bright. The intensity is $I=1\ \text{W}/(\pi w^2)=12.7$ kW/cm².

**Pump depletion.** A wave of amplitude $E$ has intensity $\tfrac12n\varepsilon_0c|E|^2$. The converted fraction is therefore

$$
\eta=\frac{n_2|E_2|^2}{n_1E_1^2}
=\frac{\omega^2d^2|G|^2E_1^2}{n_1n_2c^2}
=\frac{2\omega^2d^2|G|^2I}{n_1^2n_2\varepsilon_0c^3},
$$

where the last step uses $E_1^2=2I/(n_1\varepsilon_0c)$. With a rough $d=25$ pm/V and $|G|=6366$ µm, $\eta=0.82\%$. The pump loses less than one per cent of its power, so holding its amplitude constant is reasonable. At fixed beam size and length $\eta$ rises in proportion to the pump power, and for strong pulses the approximation fails.

**Focusing.** A Gaussian beam with its 50 µm waist at the crystal centre has a Rayleigh range $z_R=\pi w^2n_1/\lambda=15.9$ mm. Its phase lags that of a plane wave by an extra $2\arctan(L/2z_R)=0.61$ rad across the crystal. The source, being quadratic in the pump field, has twice this lag; a harmonic beam of the same Rayleigh range has it once. The net 0.61 rad adds to the mismatch. Since $\Lambda=2\pi/\Delta k$, a small change $\delta k$ shifts the period by $\Lambda^2\delta k/2\pi$ in magnitude. With $\delta k=0.61/L$, the best period is shorter by about 0.45 nm, well inside the acceptance width.

**Backward harmonic.** The source layers also radiate towards the entrance. There the phase slips at the rate $k_2+2k_1$, so a domain contributes at most $2/(k_2+2k_1)$, compared with $2/\Delta k$ forwards. The backward power is therefore at most a fraction

$$
\left(\frac{n_2-n_1}{n_2+n_1}\right)^2
=\left(\frac{0.078}{4.390}\right)^2=3.2\times10^{-4}
$$

of the forward power for whole domains in the first-order grating. This is an upper bound, reached if all backward contributions add in phase. It covers only the wave radiated backwards by the source. An uncoated exit face reflects a fraction $\left((n_2-1)/(n_2+1)\right)^2=0.15$ of the harmonic, so ignoring reflections presumes anti-reflection coated ends.

Numerical values quoted here were computed with a short program.
